# Guinier's Law for Dilute Pores: Universal Slope, Shape-Dependent Curvature

## From a hole in a solid to the Guinier slope

Consider a pore that consists of two tiny, equal voids a distance \(d\) apart in a solid, and let X-rays scatter from it. Each void sends out the same wavelet. Let \(\mathbf q\) be the outgoing wave vector minus the incoming one, and let \(\mu\) be the cosine of the angle between \(\mathbf q\) and the line joining the voids. The wavelets then differ in phase by \(qd\mu\), and the intensity relative to its forward value is

\[
\left|\tfrac12\left(1+e^{-iqd\mu}\right)\right|^2=\tfrac12\left[1+\cos(qd\mu)\right].
\]

Suppose that many such pores point in all directions with equal likelihood. Equal steps in \(\mu\) cut equal areas from a unit sphere, so \(\mu\) is uniform between \(-1\) and \(1\). The averaged intensity is

\[
P(q)=\frac12\left[1+\frac{\sin(qd)}{qd}\right]
=1-\frac{q^2d^2}{12}+\frac{q^4d^4}{240}-\cdots ,
\]

where \(\sin x/x=1-x^2/6+x^4/120-\cdots\) has been used. Each void lies \(d/2\) from the midpoint, so the mean squared distance from the centre, which is the squared radius of gyration, is \(R_g^2=d^2/4\). In terms of it,

\[
P=1-\frac{q^2R_g^2}{3}+\frac{q^4R_g^4}{15}-\cdots,
\qquad
e^{-q^2R_g^2/3}=1-\frac{q^2R_g^2}{3}+\frac{q^4R_g^4}{18}-\cdots .
\]

The two expressions share the term in \(q^2\) and differ in the term in \(q^4\). At large \(q\) they part completely: \(P\) tends to \(1/2\), the exponential to zero. The exponential is therefore not the scattering law of this pore. It is a convenient function with the right initial slope. For a pore of any bounded shape the corresponding statement is

\[
\ln P(q)=-\frac{q^2R_g^2}{3}+O(q^4),
\]

provided that the pores are dilute, randomly oriented and of one size. The exponential \(e^{-q^2R_g^2/3}\) is called the Guinier law, and it holds in this sense.

To derive it, begin with the scattering from one electron. In Gaussian units an electron of charge \(-e\) and mass \(m\), driven by a field \(\mathbf E e^{-i\omega t}\), obeys \(-m\omega^2\mathbf x=-e\mathbf E\). Binding is neglected here, which is reasonable when the photon energy is well above the binding energies of most of the electrons. The displacement is \(\mathbf x=e\mathbf E/(m\omega^2)\), and the dipole moment is \(\mathbf p=-e\mathbf x=-e^2\mathbf E/(m\omega^2)\). An oscillating dipole radiates the far field \((\omega^2/c^2)\,\mathbf p_\perp e^{ikr}/r\), where \(k=\omega/c\) and \(\mathbf p_\perp\) is the part of \(\mathbf p\) perpendicular to the line of sight. Hence

\[
\mathbf E_{\rm out}=-r_e\,\mathbf E_\perp\frac{e^{ikr}}{r},
\qquad r_e=\frac{e^2}{mc^2}=2.818\times10^{-6}\ \text{nm}.
\]

At small angles \(\mathbf E_\perp\) is nearly \(\mathbf E\), and the difference is estimated later. Planck's constant does not enter, because this is classical elastic scattering.

An electron at \(\mathbf r\) contributes the phase factor \(e^{-i\mathbf q\cdot\mathbf r}\). Incoming and outgoing wave vectors both have length \(2\pi/\lambda\), so a scattering angle \(\theta\) corresponds to

\[
q=\frac{4\pi}{\lambda}\sin\frac{\theta}{2}.
\]

Assume that each part of the solid sees the undisturbed incoming wave, which is the first Born approximation. The amplitude is then \(-r_e\) times the Fourier transform of the electron density.

Let the solid matrix have uniform electron density \(\rho_e\), and let the pores be empty. The density is that of a solid without pores minus \(\rho_e\) inside each pore. The transform of an unlimited uniform solid vanishes for every \(\mathbf q\neq0\), and what remains is the contribution of the pores with reversed sign. One pore of volume \(V\) gives an amplitude of magnitude \(r_e\rho_eV|F|\), where

\[
F(\mathbf q)=\frac1V\int_{\rm pore}e^{-i\mathbf q\cdot\mathbf a}\,d^3a
\equiv\left\langle e^{-i\mathbf q\cdot\mathbf a}\right\rangle ,
\]

and \(\mathbf a\) is measured from the centroid of the pore. A hole thus scatters like a particle of the same shape made of matrix material, since the reversed sign disappears when the amplitude is squared.

Now let \(N\) pores have centroids \(\mathbf R_j\) and amplitudes \(F_j\), which differ through their orientations. The squared sum is

\[
\Big|\sum_jF_je^{-i\mathbf q\cdot\mathbf R_j}\Big|^2
=\sum_j|F_j|^2+\sum_{j\neq k}F_jF_k^*e^{-i\mathbf q\cdot(\mathbf R_j-\mathbf R_k)} .
\]

If the positions are uncorrelated and spread evenly over a large volume, the mean of each phase factor in the second sum is zero for \(\mathbf q\neq0\). Intensities then add. This is what "dilute" has to mean here: the position of one pore says nothing about the position of another. With \(n\) pores per unit volume, the scattered intensity per unit volume and solid angle, divided by the incident flux, is

\[
I(q)=n\,(r_e\rho_e)^2V^2P(q),\qquad P(q)=\overline{|F(\mathbf q)|^2},
\]

where the bar is the average over orientations.

For a fixed orientation write \(\mathbf q=q\mathbf u\), with \(\mathbf u\) a unit vector, and expand the exponential:

\[
F=1-iq\langle\mathbf u\cdot\mathbf a\rangle-\frac{q^2}{2}\langle(\mathbf u\cdot\mathbf a)^2\rangle
+\frac{iq^3}{6}\langle(\mathbf u\cdot\mathbf a)^3\rangle+O(q^4).
\]

The linear term vanishes because \(\mathbf a\) is measured from the centroid. The cubic term is imaginary, so it first enters \(|F|^2\) as a square, at order \(q^6\). The real part gives

\[
|F|^2=1-q^2\,\mathbf u\cdot\mathsf S\,\mathbf u+O(q^4),
\qquad S_{ij}=\langle a_ia_j\rangle .
\]

The factor \(1/2\) in \(F\) has been cancelled by the 2 from squaring. With another origin, \(F\) would gain a phase factor of modulus one and \(|F|^2\) would be unchanged.

The slope at fixed orientation measures the extent of the pore along \(\mathbf q\) alone. For random orientations we need the average of \(u_iu_j\) over all directions. It can have no preferred axis, so it is a multiple of \(\delta_{ij}\), and its trace is \(\overline{u^2}=1\). Hence \(\overline{u_iu_j}=\delta_{ij}/3\), and

\[
P(q)=1-\frac{q^2}{3}\,{\rm Tr}\,\mathsf S+O(q^4)
=1-\frac{q^2R_g^2}{3}+O(q^4),\qquad R_g^2=\langle a^2\rangle .
\]

The 3 in the Guinier law is the number of dimensions over which the orientation is averaged. Since \(\ln(1-x)=-x+O(x^2)\), the logarithm has the same first term. If \(\mathsf S\) is already a multiple of the unit matrix, as for a cube, this order needs no orientation average.

As an example, take an L-shaped pore of three cubic cells of side \(a_0=1.2\) nm, with cell centres at \((0,0,0)\), \((a_0,0,0)\) and \((0,a_0,0)\). Its centroid is \((a_0/3,a_0/3,0)\). Measured from there, the centres are

\[
\frac{a_0}{3}(-1,-1,0),\qquad \frac{a_0}{3}(2,-1,0),\qquad \frac{a_0}{3}(-1,2,0),
\]

with squared lengths \(2a_0^2/9\), \(5a_0^2/9\) and \(5a_0^2/9\), whose mean is \(4a_0^2/9\). Within a cell each coordinate is uniform over a length \(a_0\) and has variance \(a_0^2/12\), which adds \(a_0^2/4\) over three axes. Therefore

\[
R_g^2=a_0^2\left(\frac49+\frac14\right)=\frac{25}{36}a_0^2,
\qquad R_g=\frac56a_0=1.00\ \text{nm}=10.0\ \text{Å}.
\]

The tensor follows in the same way. The centres contribute \(\frac{1}{27}(1+4+1)a_0^2=\frac29a_0^2\) to both \(S_{xx}\) and \(S_{yy}\), and \(\frac1{27}(1-2-2)a_0^2=-\frac19a_0^2\) to \(S_{xy}\). This part has eigenvalues \(a_0^2/3\) along \((1,-1,0)\), \(a_0^2/9\) along \((1,1,0)\) and zero along \(z\). Adding \(a_0^2/12\) to each gives 0.60, 0.28 and 0.12 nm², whose sum is \(R_g^2\).

The pore volume is \(V=3a_0^3=5.184\) nm³. Let the porosity be \(\phi=nV=0.01\), so that \(n=1.93\times10^{-3}\) nm⁻³, and let the matrix have 400 electrons per nm³. Then \(r_e\rho_e=1.127\times10^{-3}\) nm⁻², and the intensity extrapolated to \(q=0\) is

\[
I(0)=\phi V(r_e\rho_e)^2
=0.01\times5.184\times(1.127\times10^{-3})^2\ \text{nm}^{-1}
\approx0.66\ \text{cm}^{-1},
\]

with 1 nm⁻¹ equal to \(10^7\) cm⁻¹. At a wavelength of 0.154 nm, the point \(qR_g=1\) lies at a scattering angle of 1.40°.

The small-\(q\) expansion does not yet say how small \(q\) must be. An answer valid at every \(q\) comes from writing \(|F|^2=FF^*\) as an average over two independent points \(\mathbf a\) and \(\mathbf b\) of the same pore, a distance \(r=|\mathbf a-\mathbf b|\) apart. The orientation average is the one met at the start:

\[
P(q)=\left\langle\frac12\int_{-1}^{1}e^{-iqr\mu}\,d\mu\right\rangle
=\left\langle\frac{\sin(qr)}{qr}\right\rangle .
\]

For \(x\ge0\), start from \(\cos x\le1\) and integrate repeatedly from zero. This gives in turn \(\sin x\le x\), \(\cos x\ge1-x^2/2\), \(\sin x\ge x-x^3/6\), \(\cos x\le1-x^2/2+x^4/24\) and \(\sin x\le x-x^3/6+x^5/120\). Divide the two last bounds on the sine by \(x\), set \(x=qr\) and average over pairs:

\[
1-\frac{q^2\langle r^2\rangle}{6}\le P(q)\le
1-\frac{q^2\langle r^2\rangle}{6}+\frac{q^4\langle r^4\rangle}{120}.
\]

The cross term in \(r^2=a^2+b^2-2\mathbf a\cdot\mathbf b\) averages to zero, because the points are independent and each has mean zero. Hence \(\langle r^2\rangle=2R_g^2\), and the Guinier slope appears a second time.

If \(D\) is the greatest distance between two points of the pore, then \(r^4\le D^2r^2\) and \(\langle r^4\rangle\le2D^2R_g^2\). The error made by stopping at the \(q^2\) term is then at most \(q^4D^2R_g^2/60\). Relative to the \(q^2\) term itself, this is at most \(q^2D^2/20\). The condition \(qD\ll1\) is thus sufficient for any shape. The condition \(qR_g\ll1\) is weaker, and for a pore with a long thin tail it may not suffice, since such a tail can supply much of \(R_g^2\) while holding very little of the volume. Its part of the scattering then leaves the \(q^2\) law already at \(q\) of order \(1/D\), far below \(1/R_g\).

## Curvature, fits and the limits of the dilute model

The first half considered empty pores of volume \(V\), number density \(n\) and porosity \(\phi=nV\) in a matrix of electron density \(\rho_e\). The intensity is \(I=n(r_e\rho_e)^2V^2P(q)\), where \(P\) is the orientation average of \(|F|^2\) and \(F=\langle e^{-i\mathbf q\cdot\mathbf a}\rangle\) is an average over positions \(\mathbf a\) measured from the centroid. With \(S_{ij}=\langle a_ia_j\rangle\) and \(R_g^2={\rm Tr}\,\mathsf S\), the result was \(P=1-q^2R_g^2/3+O(q^4)\). Also \(P=\langle\sin(qr)/(qr)\rangle\) over pairs of pore points a distance \(r\) apart. The example is an L of three cubes of side \(a_0=1.2\) nm, with \(R_g=1.00\) nm and eigenvalues of \(\mathsf S\) equal to 0.60, 0.28 and 0.12 nm².

The next term shows how shape enters. For two independent points \(\mathbf a\) and \(\mathbf b\),

\[
r^4=(a^2+b^2-2\mathbf a\cdot\mathbf b)^2
=a^4+b^4+2a^2b^2+4(\mathbf a\cdot\mathbf b)^2-4(a^2+b^2)\,\mathbf a\cdot\mathbf b .
\]

The last term averages to zero, because in each of its parts one of the two vectors appears linearly and has mean zero. Since \(\langle(\mathbf a\cdot\mathbf b)^2\rangle=\sum_{ij}S_{ij}S_{ij}={\rm Tr}\,\mathsf S^2\),

\[
\langle r^4\rangle=2\langle a^4\rangle+2R_g^4+4\,{\rm Tr}\,\mathsf S^2 .
\]

The series of the sine gives \(P=1-q^2R_g^2/3+q^4\langle r^4\rangle/120-\cdots\). With \(\ln(1+y)=y-y^2/2+\cdots\), the square of the second term contributes \(-q^4R_g^4/18\), and

\[
\ln P=-\frac{q^2R_g^2}{3}+c_4q^4+O(q^6),\qquad
c_4=\frac{\langle a^4\rangle}{60}+\frac{{\rm Tr}\,\mathsf S^2}{30}-\frac{7R_g^4}{180},
\]

where \(1/60-1/18=-7/180\). The Guinier exponential would require \(c_4=0\).

For a sphere of radius \(R\), \(\langle a^2\rangle=3R^2/5\), \(\langle a^4\rangle=3R^4/7\) and \({\rm Tr}\,\mathsf S^2=3(R^2/5)^2\). These give \(c_4=-R^4/350=-R_g^4/126\). For a thin rod of length \(L\), \(R_g^2=L^2/12\), \(\langle a^4\rangle=L^4/80=\frac95R_g^4\) and \({\rm Tr}\,\mathsf S^2=R_g^4\), so \(c_4=+\frac{11}{450}R_g^4\). On a plot of \(\ln I\) against \(q^2\), the sphere first bends below the Guinier line and the rod above it.

The downward bend is limited. Since \(\langle a^4\rangle\ge\langle a^2\rangle^2\) and \({\rm Tr}\,\mathsf S^2\ge({\rm Tr}\,\mathsf S)^2/3\), we have \(c_4\ge-R_g^4/90\). There is no such limit upward. A small fraction \(\epsilon\) of the volume at distance \(R_g/\sqrt\epsilon\) adds only \(R_g^2\) to \(\langle a^2\rangle\), but \(R_g^4/\epsilon\) to \(\langle a^4\rangle\).

For the L pore, write a position as a cell centre \(\mathbf c\) plus a displacement \(\mathbf t\) within the cell. Terms odd in \(\mathbf t\) vanish, and

\[
\langle a^4\rangle=\langle c^4\rangle+\left(\frac4{12}+\frac24\right)a_0^2\langle c^2\rangle+\langle t^4\rangle
=\left(\frac29+\frac{10}{27}+\frac{19}{240}\right)a_0^4=1.393\ \text{nm}^4 .
\]

Here \(4/12\) comes from \(4(\mathbf c\cdot\mathbf t)^2\), \(2/4\) from \(2c^2t^2\), and \(\langle t^4\rangle=(3/80+6/144)a_0^4\). With \({\rm Tr}\,\mathsf S^2=0.4528\) nm⁴,

\[
c_4=\frac{1.3930}{60}+\frac{0.4528}{30}-\frac{7}{180}=-0.0006\ \text{nm}^4 .
\]

The positive and negative parts happen to cancel nearly for this shape, so at small \(q\) the pore follows the exponential closely although it looks nothing like a Gaussian cloud.

To see this at finite \(q\), the amplitude of the L is written as the product over the axes of \(\sin(q_ia_0/2)/(q_ia_0/2)\), which is the transform of one cube, times the mean of \(e^{-i\mathbf q\cdot\mathbf c}\) over the three centres. Its square was averaged over directions by numerical quadrature:

| \(q\) (nm⁻¹) | \(P\), L pore | \(e^{-q^2R_g^2/3}\) |
|---|---|---|
| 0.5 | 0.9200 | 0.9200 |
| 1.0 | 0.7164 | 0.7165 |
| 1.3 | 0.5695 | 0.5693 |
| 2.0 | 0.2695 | 0.2636 |

The difference changes sign between 1.0 and 1.3 nm⁻¹. At 1.3 nm⁻¹ the term \(c_4q^4\) is about \(-0.0017\), yet \(\ln P\) lies about 0.0003 above the Guinier line. The higher terms must therefore add about \(+0.002\) there.

Other shapes of the same \(R_g=1\) nm do not show this agreement. At \(q=2\) nm⁻¹ a sphere has \(P=0.225\), and a square rod 20 times longer than wide has \(P=0.407\). Relative to these values the exponential is 17 % too high and 35 % too low.

Curvature also biases a fitted radius. Let \(x=q^2\), and fit a straight line to \(\ln P\) by least squares at points evenly spaced in \(x\) about the mean \(\bar x\). With \(x=\bar x+t\), the quartic term contains \(x^2=\bar x^2+2\bar xt+t^2\). The part \(t^2\) is even about the centre and does not change the fitted slope, which is therefore \(-R_g^2/3+2\bar xc_4\), and

\[
R_{\rm fit}^2\approx R_g^2-6\bar x\,c_4 .
\]

For the range \(qR_g=0.3\) to 1.3 with \(R_g=1\) nm, \(\bar x=(0.09+1.69)/2=0.89\) nm⁻². The sphere, with \(c_4=-0.0079\) nm⁴, should give \(R_{\rm fit}\approx1.02\) nm, and the rod, with \(c_4=+0.0240\) nm⁴, about 0.93 nm. Fits to 21 points of the numerically computed \(P\) give 1.023 nm and 0.926 nm, and 1.000 nm for the L pore. The part \(c_4t^2\), which bends the plot, reaches a size of only 0.005 in \(\ln P\) for the sphere and 0.015 for the rod at the ends of the range, where \(|t|=0.80\) nm⁻². A Guinier plot that looks straight over this range therefore does not identify the shape.

Nor does \(R_g\) fix the volume. Among uniform bodies of given volume the sphere has the least \(R_g\), because moving material from outside the sphere into empty space inside it lowers \(\langle a^2\rangle\). A sphere with the L pore's \(R_g\) has radius \(\sqrt{5/3}\,R_g=1.29\) nm, whereas the sphere of equal volume has radius 1.07 nm. Reading the L pore as a sphere would overstate its volume by about 74 %.

The remaining assumptions can be relaxed one at a time, with the rest of the example held fixed. The apparent radius is defined by the initial slope, \(R_{\rm app}^2=-3\,d\ln I/dq^2\) at \(q\to0\).

If all pores are aligned, the slope is \(-\mathbf u\cdot\mathsf S\,\mathbf u\), where \(\mathbf u\) is the direction of \(\mathbf q\), and \(R_{\rm app}^2=3\,\mathbf u\cdot\mathsf S\,\mathbf u\). Along the three principal axes the L pore would appear to have a radius of 0.60, 0.92 or 1.34 nm. Random orientation is thus a separate condition, which dilution does not supply.

Suppose next that the pores have one shape but linear sizes multiplied by \(s\), where \(\ln s\) is normally distributed with mean zero and width \(\sigma\). Each pore scatters in proportion to its squared volume, \(s^6\), and its squared radius is \(s^2R_g^2\). Completing the square in the Gaussian integral gives \(\langle s^k\rangle=e^{k^2\sigma^2/2}\), so

\[
R_{\rm app}^2=R_g^2\frac{\langle s^8\rangle}{\langle s^6\rangle}
=R_g^2e^{(64-36)\sigma^2/2}=R_g^2e^{14\sigma^2}.
\]

For \(\sigma=0.15\) the apparent radius is 1.17 nm, 17 % above that of the median pore; a fit over \(q=0.3\) to 1.3 nm⁻¹ gives about 1.15 nm. The large pores dominate.

Exclusion alone already correlates the positions: two pores cannot overlap. Let \(g(r)\) be the density of pore centres at distance \(r\) from a given pore, divided by \(n\). If orientations are independent of positions, the cross terms of the squared sum add \(|\overline F|^2(\mathcal S-1)\) to \(P\), where

\[
\mathcal S(q)=1+n\int[g(r)-1]\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
\]

The 1 subtracted from \(g\) changes nothing at \(\mathbf q\neq0\). Since \(\overline F=1-q^2R_g^2/6+O(q^4)\), its square agrees with \(P\) up to order \(q^2\), and to that order the intensity is multiplied by \(\mathcal S\). Treat the exclusion as that between spheres of equal volume and radius \(R\). At lowest order in density \(g\) is 0 for \(r<2R\) and 1 beyond. The integral then runs over a sphere of radius \(2R\), which has volume \(8V\) and mean squared radius \(\frac35(2R)^2\), so that

\[
\mathcal S=1-8\phi\left(1-\frac{2q^2R^2}{5}+\cdots\right),\qquad
R_{\rm app}^2=R_g^2-9.6\,\phi R^2 ,
\]

to first order in \(\phi\). The factor 9.6 is \(3\times8\times\frac25\). With \(\phi=0.01\) and \(R=1.07\) nm, this estimate lowers the forward intensity by 8 % and gives \(R_{\rm app}=0.94\) nm. The next order in \(\phi\) softens these values slightly, to 7.7 % and 0.95 nm, and a fit over \(q=0.3\) to 1.3 nm⁻¹ instead of the initial slope gives about 0.96 nm. The sphere model is a low estimate of the effect: for a given pore volume, spheres exclude the least volume. For any shape the first-order shift of \(R_{\rm app}^2\) is \(-n/2\) times the orientation-averaged integral of \(r^2\) over the excluded region. Randomly oriented L-shaped pores exclude about \(13V\), which to first order lowers the forward intensity by about 13 % and gives \(R_{\rm app}\approx0.85\) nm. Clustering acts the other way: a finite range of distances with \(g>1\) adds a positive part to the integral, which decreases as \(q\) rises from zero. If this part outweighs the effect of exclusion, the slope becomes steeper than for uncorrelated pores.

Smaller effects remain. If the pore edge is smeared by a Gaussian of width 0.10 nm along each axis, an independent displacement is added to \(\mathbf a\). This raises \(R_g^2\) by \(3\times0.10^2\) nm², and the radius becomes 1.015 nm.

The matrix also has density fluctuations. For an estimate, neglect its shear stiffness, which would make them smaller. A relative density change \(\delta\) in a volume \(v\) costs the energy \(Kv\delta^2/2\), where \(K\) is the bulk modulus, so thermal equilibrium gives \(\langle\delta^2\rangle=k_BT/(Kv)\). The resulting intensity per unit volume is \((r_e\rho_e)^2k_BT/K\), independent of \(q\) in this continuum estimate. Relative to the forward signal of the pores it is \(b=k_BT/(K\phi V)\). If the fluctuations are frozen in at a cure temperature of 673 K, with \(K=8\) GPa, then \(b=2.2\) %. A flat background divides \(R_{\rm app}^2\) by \(1+b\), which gives 0.989 nm. With shear modulus \(G\), an elastic solid has \(K+4G/3\) in place of \(K\), which roughly halves \(b\) for a Poisson ratio of 0.15 to 0.3. The estimate leaves out any sub-nanometre free volume of the matrix itself: voids of radius 0.3 nm filling 3 to 7 % of the volume would give \(b\) of roughly 5 to 9 %.

The Born approximation requires a small phase shift across a pore. The forward wavelets from a sheet of thickness \(t\) sum to \(-r_e\rho_et\int2\pi e^{ikr}dr=-ir_e\rho_e\lambda t\,e^{ikz}\), where \(r\) runs from the distance \(z\) outward with weak damping at infinity. This is a phase shift of size \(r_e\rho_e\lambda t\), or \(4\times10^{-4}\) rad for \(t=2.4\) nm and \(\lambda=0.154\) nm. For unpolarized X-rays, the replacement of \(\mathbf E_\perp\) by \(\mathbf E\) overstates the intensity by the fraction \(\frac12\sin^2\theta=3\times10^{-4}\) at \(qR_g=1\). Both are negligible here. This holds in transmission or well above the critical angle \(\lambda\sqrt{r_e\rho_e/\pi}\), which is 0.17° for this matrix and about 0.22° for a silicon substrate. At grazing incidence near these angles, as is common for thin films, refraction and reflection from the substrate change the wave that reaches the pores, and a distorted-wave treatment is needed.

The example is modelled on an organosilicate low-k film with light porogen loading. Its pore size, electron density, modulus and cure temperature are rough typical values. Its porosity of 1 % is far below the rough 20 to 30 % of strongly porous films, and dilution is the assumption that such films break. At 1 % porosity exclusion already lowers \(R_{\rm app}^2\), to first order, by 11 % in the equal-sphere estimate and by about 27 % for the L-shaped pores. At 25 % the first-order forward loss \(8\phi\) would be 2, which would make the intensity negative, so the expansion gives no usable correction there. Pores at that porosity may also join, and then "one pore" loses its meaning. For such a film the initial slope mixes pore size with pore arrangement, and a model of \(\mathcal S(q)\) is needed to separate them. With the Percus–Yevick structure factor of equal-volume hard spheres at 25 %, \(\mathcal S(0)\) is 0.14 and the initial slope is close to zero, so it yields no radius at all.
